# Local Phonon Heating from the Energy Moment of the Electron Boltzmann Equation

In a model wire 350 nm long under a bias of 0.50 V, with a field prescribed to act only in its middle section, the phonons at $x=40$ nm receive 14.7 W/m, although the electric field there is zero and so is the product of current and field. At the centre the reverse holds: the field does work on the electrons at 100.6 W/m, and the phonons receive 30.8 W/m. The theorem below accounts for both figures.

## Setting and assumptions

Let $f(\mathbf r,\mathbf k,t)$ be the occupation of an electron state with band energy $\varepsilon(\mathbf r,\mathbf k)$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. The electron charge is $-e$ with $e>0$. The energy may depend on position, as in a graded alloy, but not on time. The electrostatic potential is not part of $\varepsilon$; it acts through the field $\mathbf E$. The force on an electron is therefore

$$\mathbf G=-e\mathbf E-\nabla\varepsilon ,$$

where $\nabla$ without a subscript acts on $\mathbf r$ at fixed $\mathbf k$. The Boltzmann equation is

$$\partial_t f+\mathbf v\cdot\nabla f+\frac1\hbar\mathbf G\cdot\nabla_{\mathbf k}f=C .\tag{1}$$

Write $\langle X\rangle=\sum\int d^dk\,X/(2\pi)^d$, with the sum over spin and bands, and define

$$n=\langle f\rangle,\quad \boldsymbol\Gamma=\langle\mathbf vf\rangle,\quad \mathbf J=-e\boldsymbol\Gamma,\quad W=\langle\varepsilon f\rangle,\quad \mathbf S=\langle\varepsilon\mathbf vf\rangle .$$

The assumptions are these.

1. Transport is semiclassical, with no magnetic field and no Berry-curvature terms.
2. Boundary terms in $\mathbf k$ space vanish or cancel. They cancel over a periodic Brillouin zone, and they vanish for a parabolic band if $f$ falls off fast enough.
3. Phonon scattering obeys the golden rule, with sharp energy conservation. The phonon occupations are arbitrary.
4. All other collisions conserve electron energy locally: defects scatter elastically, and electron-electron collisions only redistribute energy. No light is emitted.

Let $Q$ be the net energy passed from electrons to phonons per unit volume and time.

**Theorem.** Under assumptions 1 to 4,

$$\boxed{\,Q=\mathbf J\cdot\mathbf E-\partial_tW-\nabla\cdot\mathbf S\,}\tag{2}$$

In a wire, all densities are per length and the divergence is $\partial_x$.

## Two lemmas and the proof

**Lemma 1 (streaming).**

$$\varepsilon\Big(\mathbf v\cdot\nabla f+\frac1\hbar\mathbf G\cdot\nabla_{\mathbf k}f\Big)=\nabla\cdot(\varepsilon\mathbf vf)+\frac1\hbar\nabla_{\mathbf k}\cdot(\varepsilon f\mathbf G)+ef\,\mathbf v\cdot\mathbf E .$$

*Proof.* The product rule gives

$$\nabla\cdot(\varepsilon\mathbf vf)=f\mathbf v\cdot\nabla\varepsilon+\varepsilon f\,\nabla\cdot\mathbf v+\varepsilon\mathbf v\cdot\nabla f .$$

For the second divergence, use $\nabla_{\mathbf k}\varepsilon=\hbar\mathbf v$:

$$\frac1\hbar\nabla_{\mathbf k}\cdot(\varepsilon f\mathbf G)=f\mathbf v\cdot\mathbf G+\frac{\varepsilon}{\hbar}\mathbf G\cdot\nabla_{\mathbf k}f+\frac{\varepsilon f}{\hbar}\nabla_{\mathbf k}\cdot\mathbf G .$$

Since $\mathbf E$ does not depend on $\mathbf k$,

$$\nabla_{\mathbf k}\cdot\mathbf G=-\nabla_{\mathbf k}\cdot\nabla\varepsilon=-\hbar\nabla\cdot\mathbf v .$$

When the two lines are added, the terms in $\nabla\cdot\mathbf v$ cancel. The terms without a derivative of $f$ that remain are

$$f\mathbf v\cdot\nabla\varepsilon+f\mathbf v\cdot(-e\mathbf E-\nabla\varepsilon)=-ef\,\mathbf v\cdot\mathbf E .$$

The sum of the divergences is thus the left side of the lemma minus $ef\,\mathbf v\cdot\mathbf E$. Moving this term across proves the lemma. $\square$

**Lemma 2 (collisions).** $\langle\varepsilon C\rangle=-Q$.

*Proof.* Consider two states with $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'}=\hbar\omega$, coupled by a phonon mode of occupation $N$. Emission takes an electron from $\mathbf k$ to $\mathbf k'$; absorption is the inverse process. With a common golden-rule factor $P$, the net emission rate is

$$R=P\left[(N+1)f_{\mathbf k}(1-f_{\mathbf k'})-Nf_{\mathbf k'}(1-f_{\mathbf k})\right].$$

State $\mathbf k$ loses electrons at rate $R$ and state $\mathbf k'$ gains them at the same rate. The electron energy changes at the rate

$$-\varepsilon_{\mathbf k}R+\varepsilon_{\mathbf k'}R=-\hbar\omega R ,$$

while the phonon energy changes at $+\hbar\omega R$. Summing over all pairs and modes gives $-Q$ for the electrons. Nothing was assumed about $N$ or about the shape of $f$.

Elastic scattering has $\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k'}$ and contributes zero. An electron-electron event $1+2\to3+4$ contributes $\varepsilon_3+\varepsilon_4-\varepsilon_1-\varepsilon_2=0$. $\square$

*Proof of the theorem.* Multiply (1) by $\varepsilon$ and apply $\langle\cdot\rangle$. As $\varepsilon$ is independent of time, the first term gives $\partial_tW$. In Lemma 1 the $\mathbf k$ divergence integrates to zero by assumption 2, and the last term becomes $e\mathbf E\cdot\boldsymbol\Gamma=-\mathbf J\cdot\mathbf E$. With Lemma 2,

$$\partial_tW+\nabla\cdot\mathbf S-\mathbf J\cdot\mathbf E=-Q ,$$

which is (2). $\square$

## Remarks on the general law

**The zero of energy.** The argument of Lemma 1 with the factor $\varepsilon$ replaced by 1 gives

$$\mathbf v\cdot\nabla f+\frac1\hbar\mathbf G\cdot\nabla_{\mathbf k}f=\nabla\cdot(\mathbf vf)+\frac1\hbar\nabla_{\mathbf k}\cdot(f\mathbf G),$$

because $\nabla\cdot\mathbf v+\nabla_{\mathbf k}\cdot\mathbf G/\hbar=0$. The collisions considered here conserve particle number, so $\partial_tn+\nabla\cdot\boldsymbol\Gamma=0$. A constant shift $\varepsilon\to\varepsilon+c$ changes $W$ by $cn$ and $\mathbf S$ by $c\boldsymbol\Gamma$. It therefore changes the right side of (2) by $-c(\partial_tn+\nabla\cdot\boldsymbol\Gamma)=0$.

**Varying band edge.** Let $\varepsilon=E_c(\mathbf r)+\varepsilon'$, where $\varepsilon'$ is measured from the band edge. Then $W=W'+E_cn$ and $\mathbf S=\mathbf S'+E_c\boldsymbol\Gamma$. By continuity,

$$-\partial_t(E_cn)-\nabla\cdot(E_c\boldsymbol\Gamma)=-\boldsymbol\Gamma\cdot\nabla E_c=\frac1e\mathbf J\cdot\nabla E_c .$$

Energies measured from the edge thus require the effective field $\mathbf E+\nabla E_c/e$ in place of $\mathbf E$. Energies that include the edge require the electrostatic field alone. Mixing the two conventions counts the work of the band edge twice or leaves it out.

**Homogeneous steady state.** If $\partial_tW=0$ and $\nabla\cdot\mathbf S=0$, then $Q=\mathbf J\cdot\mathbf E$. The Joule product is then the local heat source. In general this requires only that the sum $\partial_tW+\nabla\cdot\mathbf S$ vanish.

**Near local equilibrium.** Let $\mu(\mathbf r)$ be the chemical potential on the scale of $\varepsilon$, and define the heat flux $\mathbf q=\langle(\varepsilon-\mu)\mathbf vf\rangle$. Then $\mathbf S=\mathbf q+\mu\boldsymbol\Gamma$. In steady state $\nabla\cdot\boldsymbol\Gamma=0$, so $\nabla\cdot(\mu\boldsymbol\Gamma)=-\mathbf J\cdot\nabla\mu/e$ and

$$Q=\mathbf J\cdot\Big(\mathbf E+\frac{\nabla\mu}{e}\Big)-\nabla\cdot\mathbf q .$$

The bracket is the gradient of the electrochemical potential divided by $e$. The part of the field that balances $\nabla\mu$ drops out of the first term. It can still go with an exchange of heat with the phonons, because $\mathbf q$ depends on $\mu$ too and $\nabla\cdot\mathbf q$ need not vanish. If the electrons are isothermal and $\mathbf q=\Pi\mathbf J$, with $\Pi$ the Peltier coefficient, the last term is $-\mathbf J\cdot\nabla\Pi$. It may have either sign, so phonons can be cooled locally.

**Where the law needs more terms.** If the band energy changes in time, then $\varepsilon\,\partial_tf=\partial_t(\varepsilon f)-f\,\partial_t\varepsilon$, and $\langle f\,\partial_t\varepsilon\rangle$ must be added to the right side of (2). Emitted light must be subtracted as a separate loss. If the field varies appreciably within an electron wavelength, or if scattering is so fast that energy is not sharp during a collision, equation (1) itself is in doubt. In the wire below, the energy uncertainty $\hbar v/\lambda_o=0.026$ eV is well below the phonon energy but about equal to the thermal energy. The example therefore tests the energy balance within (1), not the accuracy of (1) for a real wire.

**Heating is not temperature.** $Q$ is a rate of energy transfer. The temperature rise also depends on how phonons decay and carry the energy away.

## A wire with linear bands

The wire has right movers with $\varepsilon=\hbar vk$ and left movers with $\varepsilon=-\hbar vk$, in $g=4$ channels per direction, with $v=0.8$ nm/fs. The natural units are eV, nm and fs. Optical phonons of energy $\hbar\omega=0.20$ eV, held at 300 K, scatter electrons between the two directions over a length $\lambda_o=20$ nm. Elastic scattering between them has length $\lambda_e=300$ nm. Energy exchange with acoustic phonons is left out. The field is prescribed, not obtained from Poisson's equation. It occupies 75 to 275 nm, rises smoothly from zero at both edges, and peaks at 5.00 mV/nm.

**Filled lower states.** The linear bands have no bottom, so assumption 2 needs a check. Cut both branches at $\varepsilon=-\Lambda$, deep among filled states, and let $G$ be the force along the wire. The boundary term of the force integral is $[\varepsilon f]\,G/\hbar$, apart from a common factor. For right movers the cut is the lower limit in $k$ and gives $+\Lambda G/\hbar$. For left movers it is the upper limit and gives $-\Lambda G/\hbar$. The two cancel. The filled states also cancel between the directions in $J$ and $S$. In $W$ a static neutral reference is subtracted, which leaves $\partial_tW$ unchanged.

**Counting phonons.** Let $U(x)$ be the electrostatic potential energy and $H=\varepsilon+U$ the total energy. Per direction there are $g/(hv)$ states per energy and length, and the scattering rate is $v/\lambda_o$ before occupation factors. With $f_R$ and $f_L$ the two occupations, and with a minus superscript for evaluation at $H-\hbar\omega$,

$$Q=\hbar\omega\,\frac{g}{h\lambda_o}\int dH\,\big[(N+1)f_R(1-f_L^-)-Nf_L^-(1-f_R)+(R\leftrightarrow L)\big].\tag{3}$$

Expression (3) contains neither the field nor an energy flux, so its comparison with (2) is a genuine test.

**The first 100 fs.** The wire starts neutral and in equilibrium, and the field is switched on at time zero. After 100 fs, the terms of (2) at the centre give, in W/m,

$$151.3-(-9.4)-69.5=91.2 ,$$

against a phonon count of 91.2. At $x=40$ nm the field is zero. Electron flow delivers 7.87 W/m there, of which 7.78 is still being stored in the electrons and 0.09 reaches the phonons. The first two figures hold for energies counted from the band crossing. The density is changing at this point, so adding $\pm0.1$ eV to $\varepsilon$ turns 7.78 into $-16.7$ or $32.2$ W/m; only the difference, 0.09, is independent of the zero. Over the whole wire the field supplies 13.99 µW, of which 4.61 µW, or 33 %, is being stored. The phonons receive 9.38 µW. These two shares account for the input within rounding, so the net flow into the contacts is negligible at this moment. That is expected: in 100 fs an electron travels 80 nm, barely more than the 75 nm between the field section and either contact.

**Steady state.** The current magnitude is 20.12 µA. At the centre,

$$JE=20.12\ \mu\text{A}\times5.00\ \text{mV/nm}=100.6\ \text{W/m},$$

$$Q=100.59-69.81=30.78\ \text{W/m},$$

and the count is 30.77 W/m, or $9.04\times10^{-9}$ hartree per bohr and atomic unit of time. At $x=40$ nm the Joule term vanishes, $\partial_xS=-14.7$ W/m, and the whole of $Q=14.7$ W/m comes from energy carried out of the field section. This resolves the opening puzzle. The field-free ends receive 33 % of all phonon heating. Taking $Q=JE$ would be wrong by more than twice the largest heating in the wire (227 % on this grid). The size of this gap belongs to the prescribed field. Against that potential the wire carries an excess of up to 0.37 electrons per nm, which on a capacitance of 50 aF/µm would amount to about 1.2 V, more than the bias; a real wire would screen it. In this model the steady occupations do not depend on $U$, as shown below, so they can also be read with the potential that keeps the wire locally neutral. The ends are then not free of field: $JE$ is 18.3 W/m at $x=40$ nm and 28.5 W/m at the centre, and the largest error of $Q=JE$ inside the wire is about 12 %.

The largest mismatch between (2) and (3), relative to the largest heating, falls from 0.141 % on a 2 nm grid to 0.035 % on a 1 nm grid. The factor of four is that of a second-order discretization error, which indicates that the residue is numerical. The digits quoted serve to compare the two sides within one solution, taken 4000 fs after switch-on with an energy spacing of 0.02 eV; the heating itself is good to three figures. The time-independent equation solved directly gives 30.83 W/m at the centre, 0.06 W/m higher, with the flux divergence lower by about as much, and halving the energy spacing does not change this value.

**Power balance.** Integrating (2) along the wire in steady state gives

$$IV=\int_0^LQ\,dx+S(L)-S(0),$$

where $I$ is the current magnitude. Here $20.12\ \mu\text{A}\times0.50\ \text{V}=10.06$ µW. The phonons inside take 6.80 µW and each contact takes 1.63 µW, which adds up to 10.06 µW. The share of each contact is counted from its own Fermi level, which lies at $\varepsilon=0$; a shift of the zero changes the two shares in opposite directions and leaves their sum fixed. Thus about a third of the electrical power is not turned into optical-phonon energy within the wire.

The contacts take equal amounts because of a symmetry. With $F(H)$ the Fermi function centred at zero, the contacts inject $f_R(0,H)=F(H)$ and $f_L(L,H)=F(H+eV)$. The replacement

$$f_R(x,H)\to1-f_L(L-x,-eV-H),$$

together with its partner for $f_L$, preserves these conditions, because $1-F(-y)=F(y)$. It also turns each phonon emission into another emission. The steady solution is therefore its own image. The difference $f_R-f_L$ is unchanged, while $\varepsilon$ changes sign between mirrored points, so $S(L)=-S(0)$. The right contact receives mainly electrons above its Fermi level; the left one receives mainly empty states below its own.

## Two further cases

**Another field profile.** For right movers $\hbar^{-1}\partial_k=v\,\partial_\varepsilon$, and the force is $-U'$. At fixed $\varepsilon$, $\partial_xf|_\varepsilon=\partial_xf|_H+U'\partial_Hf$. The streaming terms become

$$v\big(\partial_xf|_H+U'\partial_Hf\big)-vU'\partial_Hf=v\,\partial_xf|_H .$$

Left movers give the same with $-v$. Neither the collision rates of this model nor the contact conditions contain $U$ at fixed $H$ and fixed bias. Provided the steady state is unique, its occupations, and hence $Q(x)$, therefore do not depend on how the voltage drop is distributed. With these same occupations and a uniform field along the whole wire, the Joule term at the centre is 28.74 W/m instead of 100.59. The flux divergence changes to $-2.03$ W/m, and the difference is again 30.77 W/m. This independence relies on the constant velocity and on scattering that does not depend on band energy; it is not a property of wires in general.

**Elastic scattering alone.** Without optical phonons, each energy $H$ obeys in steady state

$$\partial_xf_R=-\frac{D}{\lambda_e},\qquad \partial_xf_L=-\frac{D}{\lambda_e},\qquad D=f_R-f_L .$$

Subtraction shows that $D$ is constant along $x$. At the right end $f_R(L)=F(H)-DL/\lambda_e$ and $f_L(L)=F(H+eV)$, so

$$D=\frac{F(H)-F(H+eV)}{1+L/\lambda_e}.$$

The integral of the numerator over $H$ is $eV$, and

$$I=\frac{ge}{h}\int D\,dH=\frac{ge^2}{h}\,\frac{V}{1+L/\lambda_e}.$$

This gives 35.76 µA, as does the transport solution. The wire has a resistance and $JE>0$ in the field section, yet $Q=0$. The input of $35.76\ \mu\text{A}\times0.50\ \text{V}=17.88$ µW leaves entirely through the contacts, where the flux carries 17.88 µW. Elastic scattering limits the current; turning the work of the field into lattice energy requires inelastic events. The numerical output below lists the individual terms.

## Computed values

```
temperature: 300 K; thermal energy: 0.02585 eV
band velocity: 0.8 nm/fs; channels per direction: 4
phonon energy: 0.20 eV; phonon occupation: 4.369e-04
wire length: 350 nm; field section: 75 to 275 nm
optical length: 20 nm; elastic length: 300 nm
bias: 0.50 V; peak field magnitude: 5.00 mV/nm
100 fs: terms in W/m
 x=40 nm: J*E 0.000, dW/dt 7.778, dS/dx -7.870
   phonon count 0.092, formula 0.092
 x=120 nm: J*E 53.014, dW/dt 14.428, dS/dx 0.868
   phonon count 37.735, formula 37.717
 x=175 nm: J*E 151.259, dW/dt -9.405, dS/dx 69.479
   phonon count 91.200, formula 91.184
steady: terms in W/m
 x=40 nm: J*E 0.000, dW/dt 0.001, dS/dx -14.735
   phonon count 14.736, formula 14.734
 x=120 nm: J*E 42.429, dW/dt -0.002, dS/dx 21.132
   phonon count 21.304, formula 21.300
 x=175 nm: J*E 100.591, dW/dt 0.003, dS/dx 69.812
   phonon count 30.774, formula 30.776
100 fs, whole wire, in microwatt:
 J*E: 13.985
 dW/dt: 4.612
 phonon heating: 9.375
steady current magnitude: 20.119 microampere
steady input power: 10.059 microwatt
steady phonon heating: 6.797 microwatt
energy flow to left contact: 1.632 microwatt
energy flow to right contact: 1.632 microwatt
heating in field-free ends: 32.81 percent
uniform field, centre, in W/m:
 J*E 28.740, dS/dx -2.030
steady central heating: 9.0351e-09 atomic units
elastic control current: 35.760 microampere
elastic Landauer current: 35.760 microampere
elastic input power: 17.880 microwatt
elastic power to contacts: 17.880 microwatt
largest mismatch at 100 fs, 2 and 1 nm grids: 0.0770, 0.0193 percent
largest steady mismatch, 2 and 1 nm grids: 0.1409, 0.0351 percent
mismatch if Q=J*E, 100 fs and steady: 65.9, 226.9 percent
```
